Finite-field integrals over London Gaussians: theory and settings, part 2

Finite-field integrals are evaluated over London Gaussians ω_a=exp(−ik_a·r)χ_a in a field B, with k_a=½B×(R_a−O), gauge origin O and real Gaussian χ_a (exponent a, normalization N_a, r_a=r−R_a). Algebra uses atomic units, π=−i∇+½B×(r−O) and unconjugated vector squares.

For pair ab, p=a+b, μ=ab/p, R=|R_a−R_b|, P=(aR_a+bR_b)/p, P̃=P+iκ/2p, y=κ²/4p and K_ab=exp(−μR²+iκ·P); for cd, q, λ, Q replace p, κ, P. α=pq/(p+q), δ=κ/2p−λ/2q, s=y_ab+y_cd (y for attraction), Re T ≥ −s. Nucleus C; d translates all centres.

π ω_a = exp(−i k_a·r) [−i∇ + ½B×r_a] χ_a.  (1)

κ = k_a − k_b = ½B×(R_a − R_b),  (2)

a r_a² + b r_b² = p (r − P)² + μR².  (3)

∫exp(−p(x − c)²)dx = √(π/p) for every complex c.  (5)

E_t^{j+1,l} = E_{t−1}^{jl}/2p + (P̃ − R_a)_x E_t^{jl} + (t+1) E_{t+1}^{jl},  (7)

(l likewise with R_b; E_0^{00}=1; E_tuv the xyz product)

S_ab = N_a N_b K_ab exp(−y) (π/p)^{3/2} E_000.  (9)

1/r = (2/√π) ∫_0^∞ exp(−σ²r²) dσ.  (11)

With Λ_000=exp(−p(r−P̃)²),

∫Λ_000/|r − C| d³r = (2π/p) F_0(T),  T = p(P̃ − C)²,

F_n(T) = ∫_0^1 ξ^{2n} exp(−Tξ²) dξ.  (12)

With R^n_tuv=∂_X^t∂_Y^u∂_Z^v[(−2α)^nF_n(αX·X)], R_tuv=R^0_tuv,

R^n_{t+1,u,v} = t R^{n+1}_{t−1,u,v} + X R^{n+1}_{tuv},  (13)

likewise for Y, Z.

⟨a|1/r_C|b⟩ = N_a N_b K_ab (2π/p) Σ E_tuv exp(−y) R_tuv(p, P̃ − C).  (14)

(ab|cd) = N_a N_b N_c N_d K_ab K_cd [2π^{5/2}/(pq√(p + q))] Σ Σ (−1)^{τ+ν+φ} E^{ab}_tuv E^{cd}_τνφ exp(−s) R_{t+τ,u+ν,v+φ}(α, P̃ − Q̃),  (15)

T = p|P − C|² − y + iκ·(P − C).  (16)

T = α|P − Q|² − α|δ|² + 2iα(P − Q)·δ.  (17)

With h_n=Γ(n+½)/(2T^{n+½}), Σ_n=|F_n|+|TF_{n+1}|, (½)_ν=½·(3/2)···(ν−½) and J_½ the integral in (19) at n=0,

F_n = h_n − [exp(−T)/2T] ∫_0^∞ exp(−x)(1 + x/T)^{n−½} dx.  (19)

J_½ = Σ_{ν=0}^{K−1} (−1)^ν (½)_ν T^{−ν} + (−1)^K (½)_K T^{−K} J_{K+½}.  (20)

|J_{K+½}| ≤ C_K = √(1 + g) (1 + 1/g)^{g/2} ≤ √(e(1 + g)),  g = K + ½.  (21)

The routine returns exp(−s)F_n; F_0 comes from N-point Gauss-Legendre quadrature, or at large |T| from (19)–(20).

|error in F_0| ≤ 4 exp(|T|cosh²η − 2Nη)/(1 − exp(−η)) for any η > 0.  (22)

7. Direction of the recursion in n

Integrating d/dξ[ξ^{2n+1}exp(−Tξ²)] = (2n + 1)ξ^{2n}exp(−Tξ²) − 2Tξ^{2n+2}exp(−Tξ²) from 0 to 1 gives

(2n + 1)F_n = 2T F_{n+1} + exp(−T).  (23)

Taking moduli, |exp(−T)| ≤ (2n + 1)|F_n| + 2|T F_{n+1}|, so

Σ_n ≥ |exp(−T)|/max(2n + 1, 2).  (24)

An error δ_n introduced at one index propagates through the homogeneous equation (2n + 1)δ_n = 2Tδ_{n+1}. It is multiplied in modulus by (n + ½)/|T| in the upward step n → n+1 and by |T|/(n + ½) in the downward step n+1 → n. The homogeneous equation is solved by h_n, since 2T h_{n+1} = (n + ½)Γ(n + ½)/T^{n+½} = (2n + 1)h_n. A relative error is therefore carried from index n_1 to index n_2 with the gain |F_{n1}/h_{n1}|/|F_{n2}/h_{n2}|.

For real T > 0, dividing (23) by (2n + 1)h_n = 2T h_{n+1} gives F_{n+1}/h_{n+1} = F_n/h_n − exp(−T)/(2T h_{n+1}). The ratio F_n/h_n falls with n, every downward gain is below one, and downward recursion is safe for all n: the absolute error grows in the steps with n + ½ < T, but F_n grows at least as fast. For imaginary T with n ≪ |T|, (19) shows that F_n levels off near |exp(−T)/2T| = 1/(2|T|) once h_n has dropped below it. Going down, the error grows by |T|/(n + ½) per step while |F_n| hardly changes until the last step, from n = 1 to n = 0. There h_0 raises |F_n| by a factor of about √(π|T|), which offsets only part of the factor 2|T| in the error. At T = 30i the gain from n = 12 to n = 0, the product of 30/(n + ½) over n = 0 to 11 times |F_12/F_0|, is 7.26×10⁸. Starting from a correctly rounded F_12 the observed relative error in F_0 is 7.5×10⁻⁸, which is that gain times about 10⁻¹⁶, while at T = 30 the result coincides with the rounded reference. Pure upward recursion fails in the opposite corner: at T = 0.5 + 0.5i the steps multiply an error by (n + ½)/|T| > 1 from n = 1 on, and F_12 has a relative error of 3.2×10⁻⁵.

Iterating (23) downward from n → ∞, where the product of the factors |T|/(n + ½) kills the remainder, gives the Kummer series

F_n = exp(−T) Σ_ν (2T)^ν/[(2n + 1)(2n + 3)···(2n + 2ν + 1)].  (25)

For n = 0 the terms grow until ν ≈ |T|, where by Stirling's formula they reach Γ(3/2)exp(|T|)/(√(2π)|T|). For positive T they all add and exp(−T) restores the size. For T = 30i they must cancel from a size of order exp(30)/30 down to |F_0|, and the relative error in double precision is 6.5×10⁻⁵.

The rule that avoids all three failures uses only steps whose factor is at most one. The upward step n → n+1 qualifies for n + ½ ≤ |T|, which reaches the index

m = ⌊|T| + ½⌋.

The downward step n+1 → n qualifies for n + ½ > |T|, which covers every n ≥ m. So F_1 to F_m come from F_0 going up, and the indices above m come from above going down. At |T| < ½ there is no upward step, and T = 0 causes no division.

In the upward part, a rounding error ε|F_j| made at index j arrives at n as ε|F_j h_n/h_j|. To leading order in n/|T|, |F_j| ≤ |h_j| + |exp(−T)/2T|, and |h_n/h_j| ≤ 1, so each contribution is at most ε(|h_n| + |exp(−T)/2T|), which is ε times the size of the two terms in (19). Near n ≈ |T| this estimate is not controlled. On the positive axis the gain there is the ratio of F_0/h_0 to F_m/h_m, and F_m/h_m is the probability that a gamma-distributed variable with mean and variance m + ½ lies below T, which tends to ½ for large T. For other arguments the region n ≈ |T| rests on the numerical scan below.

The downward part starts at an index M from the first term of (25), exp(−T)/(2M + 1), whose error by (23) is 2T F_{M+1}/(2M + 1). M is raised from n_max until the product of |T|/(n + ½) over n = n_max to M − 1 is below a tolerance τ_0. Since M ≥ n_max + 1 > |T| + 3/2, bounding (25) by a geometric series of ratio |T|/(M + 3/2) gives |F_{M+1}| ≤ |exp(−T)|/(2M + 3 − 2|T|) < |exp(−T)|/6. The starting error is below this because |T| < M + ½, it arrives at n ≤ n_max reduced by at least τ_0, and with (24) it is at most τ_0(2n_max + 1)/6 relative to Σ_n.

The program scans eleven moduli from 0 to 800, placed on both sides of the switch at 40, seven angles including both real half-axes, and n = 0, 1, 3, 6, 9, 12, with s = max(0, −Re T), against 30-digit values. The largest error is 3.8×10⁻¹⁵ relative to Σ_n and 1.2×10⁻¹³ relative to |F_n|.

8. Permutational symmetry and screening

Let ρ_ab = ω_a*ω_b, so that ρ_ab* = ρ_ba. Exchanging the electron labels gives (ab|cd) = (cd|ab). Conjugating the whole integral, with 1/r_12 real, gives (ab|cd)* = (ba|dc). Together,

(ab|cd) = (cd|ab) = (ba|dc)* = (dc|ba)*.  (26)

Exchanging a and b alone sends κ to −κ with λ fixed. By (17) the arguments then differ by

T(ba|cd) − T(ab|cd) = −κ·λ/(p + q) − 2iq(P − Q)·κ/(p + q),  (27)

because |κ/2p − λ/2q|² − |κ/2p + λ/2q|² = −κ·λ/pq, and δ changes by −κ/p. The phase in K_ab and the E coefficients change as well. The exchange is a symmetry when κ = 0, where ρ_ab = χ_aχ_b = ρ_ba, and the program asserts this for a one-centre pair and for a pair along B.

The four operations in (26) form a group, and by Burnside's lemma the number of independent integrals is the average number of index quadruples that an operation leaves fixed. With N_f functions the identity fixes N_f⁴. The swap to (cd|ab) needs a = c and b = d, the map to (ba|dc) needs a = b and c = d, and the map to (dc|ba) needs a = d and b = c, so each fixes N_f². The count is (N_f⁴ + 3N_f²)/4. At zero field it is M_p(M_p + 1)/2 with M_p = N_f(N_f + 1)/2 pairs. For four s functions the program computes all 256 integrals separately and finds 76 distinct values up to conjugation in the field and 55 without it, in agreement with both formulas. For large N_f there are twice as many integrals, each complex, so four times as many real numbers.

For the Schwarz bound, ⟨f, g⟩ = ∫∫f*(1)g(2)/r_12 must be a positive form. By (3) and (5), exp(−σ²r_12²) = (4σ²/π)^{3/2}∫exp(−2σ²(r_1 − z)²)exp(−2σ²(r_2 − z)²)d³z, so in (11) each σ contributes an integral over z of a squared modulus when g = f. Now (ab|cd) = ⟨ρ_ba, ρ_cd⟩, ⟨ρ_ba, ρ_ba⟩ = (ab|ba) and ⟨ρ_cd, ρ_cd⟩ = (dc|cd) = (cd|dc), so

|(ab|cd)|² ≤ (ab|ba)(cd|dc).  (28)

The field-free choice (ab|ab) is not a norm. For s functions it has Q̃ = P̃, T = 0, F_0 = 1 and the phase exp(2iκ·P), whereas (ab|ba) has Q̃ = P̃*, T = −(p/2)(κ/p)² = −2y and no phase. Hence (ab|ba) = F_0(−2y)|(ab|ab)|, which is larger whenever κ ≠ 0, and a bound built from |(ab|ab)| is violated by the quartet (ab|ba) itself. This quartet also shows that Re T = −s is attained. The program asserts (28) for all 256 quartets.

For pair screening, |ρ_ab| = |χ_aχ_b|, so any integral of ρ_ab against a positive kernel is bounded in modulus by the same integral of |χ_aχ_b|, which contains the factor exp(−μR²), multiplied for higher angular momenta by terms that can grow as powers of the separation. The full extra factor exp(−y) of the overlap cannot be assumed for Coulomb integrals. Repulsion with an unmodulated Gaussian partner can still be reduced exponentially: for s functions with λ = 0 and Q = P, (17) gives T = −yq/(p + q), so exp(−s)F_0 falls as exp(−yp/(p + q)) up to a power of y. For a point charge at P, and in (ab|ba), only a power of y remains. For s functions with C = P, T = −y, and (19) and (20) give for y ≫ 1, with h_0 negligible,

exp(−y)F_0(−y) = (1/2y)(1 + 1/2y + ···),

⟨a|1/r_P|b⟩ → N_a N_b K_ab (2π/p)/(2y) = N_a N_b K_ab 4π/κ².  (29)

The limit is the envelope of the distribution at the nucleus times the Fourier transform 4π/κ² of the Coulomb potential. In these cases the oscillation averages the smooth potential of a Gaussian partner away exponentially but reduces the singular potential of a point charge only as a power. For a separation perpendicular to B, κ² = B²R²/4 and y/μR² = B²/16ab, so y is the larger exponent once B > 4√(ab), whatever the distance.

9. Worked example

The parameters are round model values and describe no real substance. The field is B = (0, 0.6, 0.8)×10⁵ T, which is 0.425438 of the atomic unit 235051.8 T. In ångström units B enters as eB/ħ, of modulus 1.519267 Å⁻², and Coulomb integrals carry e²/4πε_0 = 14.39965 eV Å. The centres are R_a = (0, 0, 0), R_b = (1.5, 0, 0), R_c = (0.5, 1, 0) and R_d = (−0.5, 0.5, 1) Å, with exponents 2, 3, 2.5 and 4 Å⁻².

For the pair ab, p = 5 Å⁻², μR² = (6/5)(1.5)² = 2.7 and P = (0.9, 0, 0) Å. From (2), κ_y = −½(0.8)(1.519267)(1.5) = −0.91156 Å⁻¹ and κ_z = ½(0.6)(1.519267)(1.5) = 0.68367 Å⁻¹, with κ_x = 0 and κ·P = 0. Then y = (0.91156² + 0.68367²)/20 = 0.064917 and P̃ = (0.9, −0.09116i, 0.06837i) Å. The s-s overlap is reduced by exp(−y): 0.065179 × exp(−0.064917) = 0.061082.

With a p_y function on b, (7) gives E_0^{01} = P̃_y − R_by = −0.091156i Å and E_1^{01} = 1/2p = 0.1 Å² in the y direction. With N_a = 1.198623 Å^{−3/2} and N_b = 5.627839 Å^{−5/2}, (9) gives

S = 1.198623 × 5.627839 × exp(−2.7 − 0.064917) × (π/5)^{3/2} × (−0.091156i) = −0.019288i.

This overlap vanishes at B = 0. It is imaginary, as is the kinetic integral 0.59242i eV, for a reason of symmetry: conjugation reverses B, a half-turn about the x axis restores B, keeps both centres and changes the sign of p_y, so each integral equals minus its conjugate.

For a unit charge at R_c, which breaks that symmetry, P̃ − C = (0.4, −1 − 0.09116i, 0.06837i) Å, and (16) gives

T = 5(0.4² + 1²) − 0.064917 + i(−0.91156)(−1) = 5.735083 + 0.911560i.

Here |T| < 40 and m = 6, so F_0 comes from quadrature and F_1 from one upward step. The scaled values are exp(−y)F_0 = 0.343457 − 0.026923i and exp(−y)F_1 = 0.028716 − 0.006703i. From (13), R_010 = Y(−2p)F_1, so in scaled form

R_010 = −10 × (−1 − 0.091156i)(0.028716 − 0.006703i) = 0.29328 − 0.04085i Å⁻¹,

and (14) gives

⟨s_a|−1/r_C|p_y,b⟩ = −14.39965 × 1.198623 × 5.627839 × exp(−2.7) × (2π/5) × [(−0.091156i)(0.343457 − 0.026923i) + 0.1(0.293275 − 0.040852i)] = −0.22045 + 0.29034i eV.

This is −0.008101 + 0.010670i hartree, against −0.25792 eV at B = 0. The imaginary part exceeds the real part, and most of it comes from the first term of the bracket, which exists only because P̃_y is complex.

For the s pair cd, q = 6.5 Å⁻², μR² = 3.461538, λ = (−0.759634, 0.607707, −0.45578) Å⁻¹, y_cd = 0.044388 and λ·Q = 0.227890 rad. Then α = 5 × 6.5/11.5 = 2.826087 Å⁻² and s = 0.064917 + 0.044388 = 0.109305. For four s functions (ab|cd) has T = 5.244837 + 0.515230i and exp(−s)F_0 = 0.345316 − 0.016701i, so (15) reads

(ab|cd) = 14.39965 × 1.198623 × 1.624617 × 1.416984 × 2.015835 × exp(−2.7 − 3.461538 + 0.227890i) × 2π^{5/2}/(5 × 6.5 × √11.5) × (0.345316 − 0.016701i) = 0.0182406 + 0.0033110i eV,

or 0.00067033 + 0.00012168i hartree, against 0.0205457 eV at B = 0. The exchanged integral has T = 5.320103 + 0.277431i. The real parts differ by 0.0753, which is −κ·λ/(p + q) = (0.91156 × 0.607707 + 0.68367 × 0.45578)/11.5 as (27) requires. With exp(−s)F_0 = 0.343729 − 0.008844i and the same prefactor, since κ·P = 0, (ba|cd) = 0.0180626 + 0.0037022i eV, which is neither (ab|cd) nor its conjugate, while (ba|dc) = 0.0182406 − 0.0033110i eV is the conjugate. The Schwarz bound is √(0.100168 × 0.025055) = 0.050097 eV, and |(ab|cd)| = 0.018539 eV lies below it. The integral (ab|ab) = 0.095853 eV is real here only because κ·P = 0, and the ratio 0.100168/0.095853 = 1.045 equals F_0(−2y) = 1 + 2y/3 + (2y)²/10 + ··· at y = 0.064917.

A diffuse pair shows the overflow. Take two s functions with a = b = 0.04 Å⁻², 20 Å apart along x, and the charge at the midpoint. Then p = 0.08 Å⁻², μR² = 8, |κ| = ½(1.519267)(20) = 15.1927 Å⁻¹ and T = −y = −15.1927²/0.32 = −721.30. The logarithm of F_0 is 714.03, above the logarithm 709.78 of the largest double, so an unscaled routine overflows. The scaled value is 6.936703×10⁻⁴, and with N_aN_b = 4.063593×10⁻³ Å⁻³,

⟨a|1/r_P|b⟩ = 14.39965 × 4.063593×10⁻³ × exp(−8) × (2π/0.08) × 6.936703×10⁻⁴ = 1.06942×10⁻⁶ eV.

The limit (29) gives 1.06868×10⁻⁶ eV, and the ratio 1.0007 is the correction 1 + 1/2y, which the program asserts along with agreement with a radial quadrature. For equal s exponents N_aN_b(π/p)^{3/2} = 1, so log₁₀|S| = −(8 + 721.30)/ln 10 = −316.7. An overlap test would drop this pair at any threshold above 10⁻³¹⁶.

In the one-electron model, with unit charges at R_a and R_b and a basis of the four s functions and a p shell on b, plain Gaussians with O at R_a give −20.44 eV, lower than the London value −20.36 eV. Both are variational upper bounds to the same exact level from different seven-dimensional spaces, so London phases do not guarantee the lower energy against a well-placed origin. What they guarantee is the same energy for every origin.

10. Settings

Field and gauge origin. The field is given as a vector. The gauge origin has no effect on any of the integrals treated here, by (1) and (2), and such an integral or an energy that changes with it signals an error. Gauge-dependent quantities, such as the mean of −i∇, may change. Individual integrals do change when the coordinates are translated, one-electron integrals by the phase exp(iκ·d) and repulsion integrals by exp(i(κ + λ)·d) from K_ab K_cd, so integrals from two runs should be compared in the same coordinate frame or after these phases have been removed.

Scaling. It should always be on. It costs at most one real exponential, the factor exp(−s) on h_0, since elsewhere s is added to exponents already formed, and without it exp(−T) overflows, for a nucleus at P, once y exceeds 709.78, and F_0 itself overflows slightly later, when y − ln 2y exceeds that value. The factor exp(−y) must then be left out of the pair prefactor of Coulomb integrals and applied only in overlap and kinetic integrals.

Switch modulus T_s and number of asymptotic terms K. The defaults are T_s = 40 and K = 40. The test is on |T|, never on Re T, and the exp(−T) term is always kept. With K = T_s the remainder relative to |exp(−T)/2T| is bounded by about √(2e(T_s + 3/2)) exp(−T_s), from (21) and Stirling's formula, and T_s is chosen from this expression. At T_s = K = 20 the remainder on the negative axis is 5.62 times √2 exp(−20), of order 10⁻⁸, so that setting suits only work at that accuracy. K should not exceed T_s, because the terms of (20) grow again beyond ν ≈ |T|.

Quadrature order N. The default is 80, which needs 40 complex exponentials. If T_s is changed, N is chosen so that (22), evaluated at |T| = T_s and sinh 2η = 2N/T_s, is below the target. Since (22) is a bound, it errs on the safe side, by two orders of magnitude in the case N = 20, T = −40.

Damping tolerance τ_0. The default is 10⁻¹⁸, which by the bound of section 7 keeps the starting error below rounding for every n_max up to 12. The downward branch is entered only when n_max exceeds ⌊|T| + ½⌋.

Symmetry. The global setting is the fourfold symmetry (26): one quartet of each class is computed and used in every position of the class, with the conjugations in (26). There are four positions in general and fewer for quartets such as (ab|ab). The additional exchange a ↔ b may be enabled pair by pair where κ = 0 exactly. All primitives on the same two centres share κ, so the flag is set once per pair of centres.

Screening. Pairs are screened on an estimate of the Coulomb integrals of the envelope |χ_aχ_b|, including normalization, angular powers and spatial extent, without the factor exp(−y), and quartets on (28) with (ab|ba). The height of the envelope is not a sufficient measure: by (12), at equal height the integral of an s pair with a point charge at its centre grows as 1/p, so diffuse pairs count for more. The exponential exp(−μR²) alone is not enough: for two d functions with equal exponents and both powers along the separation, the envelope at the midpoint is 4(μR²)²/3 times that of the s pair, a factor of 533 at μR² = 20. The overlap and (ab|ab) must not be used. The difference matters most for exponents with 4√(ab) below eB/ħ.

Large y with angular momentum. The stable Boys function does not remove cancellation in the final Hermite sum. Take the geometry of the diffuse pair with a p_y function on b and C = P. Then E_0 = iκ_y/2p, E_1 = 1/2p and R_010 = −iκ_y F_1, so the sum is (iκ_y/2p)(F_0 − F_1). At T = −y, (19) gives F_0 ≈ (exp(y)/2y)(1 + 1/2y) and F_1 ≈ (exp(y)/2y)(1 − 1/2y), so the difference is smaller than either term by the factor 1/y, and about three digits of relative accuracy are lost at y = 721.30. That the loss compounds as y^L for total angular momentum L is a conjecture, and the program does not test this regime: its p and d tests have small y. When diffuse functions of high angular momentum are combined with y ≫ 1, such integrals should be trusted in absolute terms, relative to the largest term of the Hermite sum, and not to full relative precision.

Basis. The phases fix the origin dependence only. The envelopes χ remain isotropic Gaussians, and by (1) each feels a confinement (B×r_a)²/8 across the field and none along it. When eB/ħ is comparable to or larger than the valence exponents, the basis may need additional exponents and higher angular momenta to describe that distortion, and its convergence has to be checked at the field of interest.

Computed results

```
bohr = 0.529177 A, hartree = 27.21139 eV, e^2/(4 pi eps0) = 14.39965 eV A
B = [0.0, 60000.0, 80000.0] T, B0 = 235051.8 T, |B|/B0 = 0.425438, e|B|/hbar = 1.519267 A^-2
centres a,b,c,d = [[0.0, 0.0, 0.0], [1.5, 0.0, 0.0], [0.5, 1.0, 0.0], [-0.5, 0.5, 1.0]] A
exponents a,b,c,d = [2.0, 3.0, 2.5, 4.0] A^-2; test gauge origin O = [1.0, -2.0, 0.5] A
N(s) a,b,c,d = [1.198623, 1.624617, 1.416984, 2.015835] A^-3/2; N(py_b) = 5.627839 A^-5/2
pair ab: p = 5.0000 A^-2, mu R^2 = 2.700000, y = 0.064917, kap.P = 0.000000 rad
kap_ab = [0.0, -0.91156, 0.68367] A^-1
Pt_ab = (0.90000+0.00000i, 0.00000-0.09116i, 0.00000+0.06837i) A
E_y(t=0) = 0.000000-0.091156i A, E_y(t=1) = 0.100000+0.000000i A^2
<s_a|py_b> = 0.000000-0.019288i; <s_a|s_b> = 0.061082+0.000000i (B=0: 0.065179)
<s_a|pi^2/2|py_b> = 0.00000+0.59242i eV
nucleus at R_c: Pt - C = (0.40000+0.00000i, -1.00000-0.09116i, 0.00000+0.06837i) A
T = 5.735083+0.911560i, e^-y F0 = 0.343457-0.026923i, e^-y F1 = 0.028716-0.006703i
scaled R_010 = 0.293275-0.040852i A^-1
<s_a|-1/r_C|py_b> = -0.22045+0.29034i eV = -0.008101+0.010670i hartree; B=0: -0.25792 eV
pair cd: q = 6.5000 A^-2, mu R^2 = 3.461538, y = 0.044388, kap.Q = 0.227890 rad
kap_cd = [-0.759634, 0.607707, -0.45578] A^-1, alpha = 2.826087 A^-2, s = 0.109305
Qt_cd = (-0.11538-0.05843i, 0.69231+0.04675i, 0.61538-0.03506i) A
(ab|cd): T = 5.244837+0.515230i, e^-s F0 = 0.345316-0.016701i
(ab|cd) = 0.0182406+0.0033110i eV = 0.00067033+0.00012168i hartree
(ba|cd): T = 5.320103+0.277431i, e^-s F0 = 0.343729-0.008844i
(ba|cd) = 0.0180626+0.0037022i eV = 0.00066379+0.00013605i hartree
(ba|dc) = 0.0182406-0.0033110i eV; (ab|cd) at B=0 = 0.0205457 eV
(ab|ba) = 0.100168 eV, (ab|ab) = 0.095853+0.000000i eV, (cd|dc) = 0.025055 eV
|(ab|cd)| = 0.018539 eV, Schwarz bound = 0.050097 eV
distinct values (up to conjugation) of 256 integrals: 76 in field, 55 at B=0
Boys scan |T|<=800, n<=12: max rel err 1.2e-13, max err/(|Fn|+|T Fn+1|) 3.8e-15
downward 12->0: rel err 0.0e+00 at T=30, 7.5e-08 at T=30i (relative gain 7.26e+08)
upward 0->12 at T=0.5+0.5i: rel err 3.2e-05; Kummer series at T=30i: rel err 6.5e-05
F0 without exp(-T) term: rel err 1.1e-16 at T=60, 0.070 at T=60i
Gauss-Legendre T=-40, N=20: err/F0 4.7e-04, bound/F0 7.7e-02; N=80 abs bound 3.2e-28
asymptotic |T|=20, K=20: max remainder/first omitted term 5.62, C_K = 7.56
asymptotic |T|=40, K=40: C_K = 10.56, remainder bound 6.3e-17
vs quadrature: S 8e-15, kinetic 4e-13 eV, V 7e-14 eV, ERI rel 5e-15
vs PySCF at B=0 (S, and T, V, ERI in hartree): max dev 2e-14
far pair: a = b = 0.04 A^-2, R = 20.0 A along x, |kap| = 15.1927 A^-1, mu R^2 = 8.0000
far pair: T = -y = -721.30, ln F0 = 714.03, ln(max double) = 709.78
far pair: e^-y F0 = 6.936703e-04, N_a N_b = 4.063593e-03 A^-3
far pair: log10|S| = -316.7, <a|1/r_P|b> = 1.06942e-06 eV, limit 1.06868e-06 eV
one electron, unit charges at R_a, R_b, basis 4 s + p on b, O = 0, shift d = [3.0, -2.0, 1.0] A
lowest level, London: -20.355730 eV, shifted -20.355730 eV
lowest level, plain Gaussians: -20.441254 eV, shifted 2.639753 eV
```
